# Atomic spin-orbit correction to a spin-free thallium–ligand bond energy

## Problem

A thallium(I) precursor molecule TlL has a singlet ground state. Its bond is broken homolytically, and a free thallium atom in its $6s^26p^1$ ground configuration is released:

$$\mathrm{TlL}\;\rightarrow\;\mathrm{Tl}(^2P)+\mathrm{L}.$$

A bond energy $D_{\rm SF}$ has been computed with a spin-free Hamiltonian, one that may contain scalar relativistic effects but no spin-orbit coupling. The $^2P_{1/2}$ ground level and the $^2P_{3/2}$ level of the real atom are separated by $\Delta=7793\ \mathrm{cm^{-1}}$.

(a) Treat spin-orbit coupling to first order within the $6p$ shell. Find how far the ground level lies below the spin-free energy of the atom.

(b) Show that this atomic stabilisation, taken alone, reduces the spin-free bond energy by about 62 kJ/mol. Decide whether spin-orbit coupling in the molecule adds to this reduction or offsets it.

(c) Estimate the molecular contribution in a model with two bonding electrons. They move in the three $6p$ orbitals of thallium and one ligand orbital $\lambda$. All four orbital energies are zero, $p_z$ and $\lambda$ are coupled by $-t$, and two electrons on the same site repel each other with energy $g$. Use $g=70000\ \mathrm{cm^{-1}}$ and $t=15000$, $25000$ and $35000\ \mathrm{cm^{-1}}$.

(d) Examine two limits of the result: a thallium product that still carries ligands, and an atom whose $6p$ shell is mixed with a higher $p$ shell by spin-orbit coupling.

Bond energies are electronic energies at fixed geometry, positive for a bound molecule, without zero-point or thermal terms. Spin-orbit coupling on the ligand is left out.

## Solution

### (a) The free atom

The filled shells, including $6s^2$, have zero spin and zero orbital angular momentum, so to first order the single $p$ electron carries the whole effect. With angular momenta in units of $\hbar$, its spin-orbit operator is

$$H_{\rm so}=\zeta\,\mathbf l\cdot\mathbf s,\qquad \zeta>0,$$

where $\zeta$ is an energy. Squaring $\mathbf j=\mathbf l+\mathbf s$ gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, because $\mathbf l$ and $\mathbf s$ commute. Therefore

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].$$

For $l=1$ and $s=\tfrac12$ the last two terms add up to $2+\tfrac34=\tfrac{11}{4}$. The two levels are

$$E_{1/2}=\tfrac{\zeta}{2}\left(\tfrac34-\tfrac{11}4\right)=-\zeta,\qquad
E_{3/2}=\tfrac{\zeta}{2}\left(\tfrac{15}4-\tfrac{11}4\right)=+\tfrac{\zeta}{2},$$

measured from the spin-free energy. Their separation is $\Delta=\tfrac32\zeta$, so $\zeta=\tfrac23\Delta$.

The levels contain $2j+1=2$ and $4$ states. Their weighted mean is

$$\frac{2(-\zeta)+4(\zeta/2)}{6}=0 .$$

The mean stays at the spin-free energy because the trace of $\mathbf l\cdot\mathbf s$ over the six states is $\sum_k \mathrm{tr}(l_k)\,\mathrm{tr}(s_k)=0$. The spin-free atom is thus represented by the degeneracy-weighted mean, not by the midpoint of the two levels. The lower level has fewer states and must move further to balance the upper one.

The atomic stabilisation, defined as a positive quantity, is

$$S_{\rm atom}=E_{\rm SF}(\mathrm{Tl})-E_{\rm SO}(\mathrm{Tl})=\zeta=\tfrac23\Delta .$$

Numerically,

$$S_{\rm atom}=\tfrac23\times7793=5195.3\ \mathrm{cm^{-1}},$$

while the upper level lies $2597.7\ \mathrm{cm^{-1}}$ above the mean.

### (b) The bond energy

The two bond energies are

$$D_{\rm SF}=E_{\rm SF}(\mathrm{Tl})+E(\mathrm L)-E_{\rm SF}(\mathrm{TlL}),$$
$$D_{\rm SO}=E_{\rm SO}(\mathrm{Tl})+E(\mathrm L)-E_{\rm SO}(\mathrm{TlL}).$$

Define $S_{\rm mol}=E_{\rm SF}(\mathrm{TlL})-E_{\rm SO}(\mathrm{TlL})$ in the same way as $S_{\rm atom}$. Subtracting the first line from the second cancels the ligand and leaves

$$D_{\rm SO}=D_{\rm SF}-S_{\rm atom}+S_{\rm mol}.$$

Lowering the energy of the products makes the bond easier to break, hence the minus sign. The atomic term alone changes the bond energy by

$$-5195.3\times0.01196266\ \mathrm{kJ/mol}=-62.15\ \mathrm{kJ/mol},$$

which is the reduction of about 62 kJ/mol.

The molecular term has a definite sign. Let $|0\rangle$ be the spin-free singlet ground state. The spin-orbit operator is a sum of terms, each linear in one spin component of one electron. A singlet is unchanged when all spins are rotated together. A rotation by $\pi$ about $z$ reverses every $s_x$ and $s_y$, so the expectation values of the terms containing them equal their own negatives and vanish. A rotation by $\pi$ about $x$ does the same for $s_z$. Hence $\langle0|H_{\rm so}|0\rangle=0$, and the variational principle gives

$$E_{\rm SO}(\mathrm{TlL})\le\langle0|H_{\rm SF}+H_{\rm so}|0\rangle=E_{\rm SF}(\mathrm{TlL}).$$

So $S_{\rm mol}\ge0$, and

$$D_{\rm SF}-D_{\rm SO}=S_{\rm atom}-S_{\rm mol}\le S_{\rm atom}.$$

The molecular term therefore works against the atomic effect. Its size has to be calculated, since this argument does not keep it below $S_{\rm atom}$. The value of 62 kJ/mol is the atomic contribution. It is an upper limit to the net reduction only as far as spin-orbit coupling acts to first order within the $6p$ shell; part (d) shows how the atomic value moves beyond that order.

The physical difference lies in the orbital degeneracy. The free atom can combine its degenerate $p$ orbitals into a $j=\tfrac12$ state at no cost in spin-free energy. The singlet molecule has to admix excited states, which costs energy, so its response starts at second order.

### (c) A model of the molecular contribution

**Spin-free bond.** Let $S$ denote the normalised two-electron spin singlet. In products such as $p_z\lambda$, the first factor belongs to electron 1 and the second to electron 2. The covalent and ionic singlets are

$$|C\rangle=\frac{p_z\lambda+\lambda p_z}{\sqrt2}\,S,\qquad
|I\rangle=\frac{p_zp_z+\lambda\lambda}{\sqrt2}\,S,$$

with energies $0$ and $g$ before coupling. Hopping replaces $p_z$ by $-t\lambda$ and $\lambda$ by $-tp_z$, for one electron at a time. Acting on $|C\rangle$ it gives

$$-\frac{t}{\sqrt2}\left(\lambda\lambda+p_zp_z+p_zp_z+\lambda\lambda\right)S=-2t\,|I\rangle .$$

The energies of this $2\times2$ problem obey $E(E-g)=4t^2$. The lower root is $E_0=g/2-\sqrt{g^2/4+4t^2}$. The separated fragments have one electron each and spin-free energy zero, so

$$D\equiv D_{\rm SF}=-E_0=\sqrt{\frac{g^2}{4}+4t^2}-\frac g2,\qquad D(g+D)=4t^2 .$$

Write the ground state as $a|C\rangle+b|I\rangle$. The first row of the eigenvalue equation, $-2tb=-Da$, gives $b/a=D/(2t)$. Normalisation then yields

$$a^2=\frac{4t^2}{4t^2+D^2},\qquad b^2=\frac{D^2}{4t^2+D^2}.$$

**States reached by spin-orbit coupling.** The operator is $\zeta\sum_k[l_k(1)s_k(1)+l_k(2)s_k(2)]$, where $l_k$ acts on the $p$ orbitals and gives zero on $\lambda$. Split each spin into half the sum and half the difference of the two spins. The sum gives zero on a singlet. For an orbital part $\Phi$ there remains

$$H_{\rm so}\,\Phi S=\frac\zeta2\sum_k\left[l_k(1)-l_k(2)\right]\Phi\;T_k,\qquad T_k=\left[s_k(1)-s_k(2)\right]S .$$

Since $s_k(2)S=-s_k(1)S$, one has $T_k=2s_k(1)S$, with squared norm $4\times\tfrac14=1$. For different components the overlap is proportional to the expectation value of a single spin component in $S$, which is zero. The $T_k$ are therefore three orthonormal spin functions. They are symmetric under exchange of the electrons, so they are triplets.

On the orbital side, $l_zp_z=0$, while $q_x=l_xp_z=-ip_y$ and $q_y=l_yp_z=ip_x$ are normalised $\pi$ orbitals. The covalent and ionic parts become

$$A_k=\frac{q_k\lambda-\lambda q_k}{\sqrt2},\qquad B_k=\frac{q_kp_z-p_zq_k}{\sqrt2},\qquad k=x,y,$$

because $\lambda\lambda$ gives nothing. Thus

$$H_{\rm so}|0\rangle=\frac\zeta2\sum_{k=x,y}(aA_k+bB_k)\,T_k .$$

For each $k$, the state $A_kT_k$ has energy $0$, $B_kT_k$ has energy $g$, and hopping couples them by $-t$, since the electron in $q_k$ cannot hop.

**Second-order energy.** The stabilisation is the sum of squared couplings divided by excitation energies. In matrix form, with $u=(a,b)^{T}$ and two equal contributions from $k=x,y$,

$$S_{\rm mol}\simeq2\,\frac{\zeta^2}{4}\,u^{T}M^{-1}u,\qquad
M=\begin{pmatrix}D&-t\\-t&g+D\end{pmatrix}.$$

Here $M$ is the triplet Hamiltonian minus $E_0=-D$. Its determinant is $D(g+D)-t^2=4t^2-t^2=3t^2$, so

$$M^{-1}=\frac1{3t^2}\begin{pmatrix}g+D&t\\t&D\end{pmatrix}.$$

Inserting $u\propto(2t,D)$ gives

$$u^{T}M^{-1}u=\frac{4t^2(g+D)+4t^2D+D^3}{3t^2\,(4t^2+D^2)} .$$

Replace $4t^2$ by $D(g+D)$ everywhere except in the prefactor $3t^2$. The numerator becomes $D[(g+D)^2+D(g+D)+D^2]$ and the bracket in the denominator becomes $D(g+2D)$. The common factor $D$ cancels:

$$S_{\rm mol}\simeq\frac{\zeta^2}{6t^2}\;\frac{(g+D)^2+D(g+D)+D^2}{g+2D}.$$

**Numbers for the middle case.** For $t=25000\ \mathrm{cm^{-1}}$,

$$D=\sqrt{35000^2+50000^2}-35000=26033\ \mathrm{cm^{-1}} .$$

The prefactor is $5195.3^2/(6\times25000^2)=0.00720$, and the fraction is about $101600\ \mathrm{cm^{-1}}$. Their product is $731\ \mathrm{cm^{-1}}$. Full diagonalization in all 28 two-electron states gives $814\ \mathrm{cm^{-1}}$. The net reduction is then

$$5195-814\approx4382\ \mathrm{cm^{-1}},$$

where the last digit reflects rounding of the terms. This is 52.4 kJ/mol, against 62.15 kJ/mol from the atom alone.

The three cases, from full diagonalization and in $\mathrm{cm^{-1}}$, are:

| $t$ | $D_{\rm SF}$ | $S_{\rm mol}$ | $D_{\rm SO}$ | reduction |
|---:|---:|---:|---:|---:|
| 15000 | 11098 | 1829 | 7731 | 3366 |
| 25000 | 26033 | 814 | 21651 | 4382 |
| 35000 | 43262 | 497 | 38564 | 4698 |

The net reduction is 65, 84 and 90 per cent of the atomic value. The second-order formula gives 1648, 731 and 460 $\mathrm{cm^{-1}}$ for $S_{\rm mol}$, which is low by about 10, 10 and 7 per cent of the full value. The remainder comes from higher orders in $\zeta$. With $\zeta$ scaled down by a factor of 50, formula and diagonalization were tested to agree within one per cent.

**Limits of the model.** For $t\gg g$ one has $D\simeq2t$, the fraction tends to $3D/2$, and $S_{\rm mol}\simeq\zeta^2/D$. The molecular term fades as the bond becomes stronger, and the reduction approaches the full $\zeta$. For $t\ll g$, $D\simeq4t^2/g$ and the formula gives $S_{\rm mol}\simeq2\zeta^2/(3D)$, provided that $\zeta$ is still small compared with the excitation energies. That proviso fails as $t\to0$. The molecule then turns into the separated fragments, $S_{\rm mol}$ tends to $S_{\rm atom}$, and the reduction vanishes together with the bond.

The model omits exchange splitting, core repulsion and the response of the $6s$ electrons. Its numbers show how the offset changes with $t$ at fixed $g$ and equal orbital energies. A polar bond or raised $\pi$ orbitals would change the offset even at the same bond strength, so the numbers are not predictions for a particular precursor.

### (d) Two limits of the result

**A product that still carries ligands.** Breaking the first bond of a thallium(III) precursor, $\mathrm{TlR_3}\to\mathrm{TlR_2}+\mathrm R$, does not release a free atom. As a simple model of the radical $\mathrm{TlR_2}$, put its unpaired electron in a $p$ shell whose $p_z$ orbital is lowered by $\delta$ through the remaining ligands. From

$$\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)$$

and $l_+|m{=}0\rangle=\sqrt2\,|m{=}1\rangle$, the state $|p_z\uparrow\rangle$ couples to $|m{=}1,\downarrow\rangle$ by $\zeta\cdot\tfrac12\cdot\sqrt2=\zeta/\sqrt2$. The diagonal energies are $-\delta$ and $-\zeta/2$. The lower root is

$$E=-\frac{\delta+\zeta/2}{2}-\sqrt{\left(\frac{\delta-\zeta/2}{2}\right)^2+\frac{\zeta^2}{2}} ,$$

and the stabilisation relative to the spin-free energy $-\delta$ is

$$S_{\rm frag}=-\delta-E=\sqrt{\left(\frac{\delta-\zeta/2}{2}\right)^2+\frac{\zeta^2}{2}}-\frac{\delta-\zeta/2}{2}.$$

At $\delta=0$ the root is $\tfrac34\zeta$ and the subtracted term is $-\tfrac14\zeta$, so the atomic value $\zeta$ returns. For $\delta\gg\zeta$, expanding the root gives $S_{\rm frag}\simeq\zeta^2/(2\delta)$: the splitting has quenched the orbital angular momentum. With $\delta=20000\ \mathrm{cm^{-1}}$,

$$S_{\rm frag}=9445-8701=744\ \mathrm{cm^{-1}},$$

about one seventh of the atomic value. For a fragment of this kind, subtracting 62 kJ/mol from the first bond energy would be wrong. The strong quenching requires a single $p$ orbital to lie lowest. If the ligands leave a degenerate pair lowest instead, a stabilisation of at least $\zeta/2$ remains.

If all three bonds are broken and a free atom results, $S_{\rm atom}$ enters once for the whole process. The atomic contribution to the mean bond energy is then $62.15/3\approx20.7$ kJ/mol.

**Mixing with a higher $p$ shell.** The two-thirds rule assumes that the mean of the observed levels is the spin-free energy. Suppose that $c\,\mathbf l\cdot\mathbf s$ couples the $6p$ shell to another $p$ shell at a height $G$. Since $\mathbf l\cdot\mathbf s$ equals $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$, the levels to leading order in $c/G$ are

$$E_{1/2}=-\zeta-\frac{c^2}{G},\qquad E_{3/2}=\frac\zeta2-\frac{c^2}{4G}.$$

The splitting is $\Delta=\tfrac32\zeta+\tfrac{3c^2}{4G}$, from which the rule infers

$$\tfrac23\Delta=\zeta+\frac{c^2}{2G}.$$

The true stabilisation is $\zeta+c^2/G$, so the rule misses $c^2/(2G)$. This is the amount by which the weighted mean has moved down:

$$\frac{2\,(c^2/G)+4\,(c^2/4G)}{6}=\frac{c^2}{2G}.$$

As an illustration take $c=2000$, $G=35000$ and a spin-orbit constant of $500\ \mathrm{cm^{-1}}$ in the upper shell, with $\zeta$ kept at its earlier value. The estimate is $2000^2/70000=57.1\ \mathrm{cm^{-1}}$. Diagonalization gives a true stabilisation of 5295.8 and a rule value of $5241.9\ \mathrm{cm^{-1}}$, a difference of $53.9\ \mathrm{cm^{-1}}$, or one per cent of the stabilisation. These are chosen parameters for a single higher shell, so the one per cent is not the error for thallium itself. In this model the atom is stabilised by more than $\tfrac23\Delta$, and the upper limit in (b) is then the true $S_{\rm atom}$, not the value inferred from the splitting. In the real atom all higher $p$ states, including the continuum, act in this direction, while a filled $p$ shell below pushes the valence levels up and acts in the opposite one. For one electron in a screened thallium potential, the Dirac $6p$ levels compared with the spin-free level put the shortfall of the rule near 12 per cent, so the 62 kJ/mol should be taken as uncertain by several kJ/mol.

**Use of the correction.** If neither the atom nor the molecule was treated with spin-orbit coupling, subtracting 62 kJ/mol corrects the atomic side and leaves $S_{\rm mol}$ to be added. If the atomic energy already refers to $^2P_{1/2}$, the subtraction would count the same effect twice. A ligand radical with its own spin-orbit stabilisation lowers the product energy further, and that amount must be subtracted separately. The ligand's coupling then also acts in the molecule and has to be included in $S_{\rm mol}$. The values used here are collected in the numerical output below.

## Numbers as computed

```
Tl doublet splitting Delta = 7793 cm^-1
spin-orbit constant zeta = 5195.3 cm^-1
shift of J=1/2 from mean = -5195.3 cm^-1
shift of J=3/2 from mean = 2597.7 cm^-1
conversion: 1 cm^-1 = 0.01196266 kJ/mol
atomic stabilisation S_atom = 5195.3 cm^-1
atomic stabilisation S_atom = 62.15 kJ/mol
bond model: same-site repulsion g = 70000 cm^-1
bond model: number of two-electron states = 28
hopping t = 15000 cm^-1:
  spin-free bond energy D_SF = 11098 cm^-1
  bond energy with spin-orbit D_SO = 7731 cm^-1
  molecular stabilisation S_mol = 1829 cm^-1
  S_mol from second-order formula = 1648 cm^-1
  net reduction D_SF - D_SO = 3366 cm^-1
hopping t = 25000 cm^-1:
  spin-free bond energy D_SF = 26033 cm^-1
  bond energy with spin-orbit D_SO = 21651 cm^-1
  molecular stabilisation S_mol = 814 cm^-1
  S_mol from second-order formula = 731 cm^-1
  net reduction D_SF - D_SO = 4382 cm^-1
hopping t = 35000 cm^-1:
  spin-free bond energy D_SF = 43262 cm^-1
  bond energy with spin-orbit D_SO = 38564 cm^-1
  molecular stabilisation S_mol = 497 cm^-1
  S_mol from second-order formula = 460 cm^-1
  net reduction D_SF - D_SO = 4698 cm^-1
net reduction at t = 25000 cm^-1: 52.4 kJ/mol
fragment: p-orbital splitting delta = 20000 cm^-1
fragment: stabilisation = 744 cm^-1
two shells: gap G = 35000 cm^-1
two shells: coupling c = 2000 cm^-1
two shells: zeta of upper shell = 500 cm^-1
two shells: true stabilisation = 5295.8 cm^-1
two shells: two-thirds rule gives = 5241.9 cm^-1
two shells: missed by the rule = 53.9 cm^-1
two shells: estimate c^2/(2G) = 57.1 cm^-1
```
